Schottky barriers from bond polarization: Tung's model and its limits

**1. The form fixed by symmetry and dimensions**

A metal of work function φ_M meets a semiconductor of electron affinity χ and gap E_g. Let φ_Bn be the height of the conduction-band edge above the Fermi level at the interface. Measure the metal against midgap:

Δ = φ_M − χ − E_g/2.

Suppose that each end of an interface bond gives up and accepts electrons equally easily, the semiconductor end about midgap and the metal end about its Fermi level. At Δ = 0 no charge then has reason to move, and the barrier is E_g/2. Reversing Δ reverses the charge transfer, so φ_Bn − E_g/2 is odd in Δ. To leading order it is linear:

φ_Bn − E_g/2 = γΔ.

The slope γ is dimensionless, so it can depend only on ratios of energies. Three are available: the gap; the potential step D caused by moving one electron per bond; and the electrostatic stiffness K of the transferred charge. Tung's model supplies the combination

γ = 1 − D/(E_g + K). (1)

The barrier lies between the Schottky–Mott value φ_M − χ and midgap if 0 ≤ γ ≤ 1, which requires E_g + K ≥ D. This is a real restriction, and the example below satisfies it by a modest margin.

**2. Charges, signs and the energy of one bond**

There are N bonds per area, each of length d along the normal. Each moves q electrons from its semiconductor end to its metal end, so q > 0 makes the metal end negative. Semiconductor space charge is omitted until section 7, and hopping between bonds is omitted throughout.

Let n electrons be added to the semiconductor. Its energy changes by χ + E_g for n = −1, by 0 for n = 0 and by −χ for n = +1. Put a parabola an + bn²/2 through these points:

a + b/2 = −χ,
−a + b/2 = χ + E_g.

The sum gives b = E_g, and the difference gives a = −(χ + E_g/2). The neutral chemical potential is therefore at midgap. For the metal, removal and addition both involve φ_M, so the slope is −φ_M and the curvature is zero.

The semiconductor has n = −q and the metal n = +q. Their energies add to

(χ + E_g/2)q + E_g q²/2 − φ_M q = −Δq + E_g q²/2. (2)

The parabola is an assumption. The energy of a large crystal is piecewise linear in electron number, which by itself selects no point in the gap. The midgap target is thus put into the model, not proved by it.

A two-electron bond shows how the curvature E_g can arise without states at the Fermi level. Let its ends have energies −x/2 (metal) and +x/2 (semiconductor), coupled by −E_g/2. The lower level is −½√(x² + E_g²). Two electrons fill it, with total energy

W(x) = −√(x² + E_g²).

The ends hold 1 + q and 1 − q electrons, so x enters the energy as −xq and dW/dx = −q. Hence

q = x/√(x² + E_g²). (3)

To find the cost of a given q, remove the driving term: T = W + xq. Equation (3) gives x = E_g q/√(1 − q²) and √(x² + E_g²) = E_g/√(1 − q²), so

T = −E_g(1 − q²)/√(1 − q²) = −E_g√(1 − q²) ≈ −E_g + E_g q²/2.

The curvature agrees with (2). Here E_g is the bonding–antibonding splitting of the bond; setting it equal to the crystal gap is a second assumption.

**3. Electrostatic stiffness**

Represent each transferred charge by a Gaussian cloud proportional to exp(−r²/2σ²). With one relative permittivity ε_it, two unit clouds interact through

J(r) = e² erf(r/2σ)/(4πε₀ε_it r), J(0) = e²/(4πε₀ε_it σ√π).

Let R run over the lattice vectors, including R = 0. Per bond, the metal–metal energy is ½q²Σ J(R), and the semiconductor–semiconductor energy is the same. The attraction between the two sheets is −q²Σ J(√(R² + d²)). The total is ½Kq², with

K = 2 Σ_R [J(R) − J(√(R² + d²))]. (4)

The bracket must be summed as a difference, because each sum alone diverges. At large R it tends to e²d²/(8πε₀ε_it R³). Integrating this with 2πNR dR beyond a cutoff R_c, and including the factor 2 in (4), gives the tail to add:

K_tail = e²Nd²/(2ε₀ε_it R_c).

In wavevector space the same quantity is

K = (2Ne²/ε₀ε_it) Σ_G ∫ (dk/2π) (1 − cos kd) exp[−σ²(G² + k²)]/(G² + k²), (5)

where G runs over the reciprocal lattice of the interface and k is the wavenumber along the normal. Every term is non-negative.

For σ = 0, the G = 0 term uses ∫(dk/2π)(1 − cos kd)/k² = d/2 and gives

D = e²Nd/(ε₀ε_it). (6)

For thick clouds, replace d by ⟨|d + u|⟩ − ⟨|u|⟩, where u is a Gaussian variable of variance 2σ². The triangle inequality shows that this is at most d. The planar part of K therefore does not exceed D, whereas the terms with G ≠ 0 add a positive lateral part. Thus K may lie on either side of D.

For any pattern of transfers, the electrostatic energy of the clouds is non-negative and the bond term E_g q²/2 is positive. The quadratic energy is strictly convex, so it has one minimum. Since all bonds are equivalent, that minimum is uniform.

**4. Equal chemical potentials and the barrier**

The electrochemical potentials of the two ends are

μ_M = −φ_M + Kq/2,
μ_S = −(χ + E_g/2) − E_g q − Kq/2.

Electrostatics raises an electron's energy at the negative metal end and lowers it at the positive semiconductor end. Setting μ_M = μ_S gives

φ_M − χ − E_g/2 = (E_g + K)q,

q = Δ/(E_g + K). (7)

This is also the minimum of −Δq + ½(E_g + K)q².

The transferred charge forms a double layer with areal charge eNq. The field between the sheets is eNq/(ε₀ε_it), so across d an electron's energy changes by Dq, higher on the metal side. Before transfer the conduction edge was φ_M − χ above the Fermi level. Raising the metal, and its Fermi level with it, by Dq reduces this distance:

φ_Bn = φ_M − χ − Dq. (8)

Insert φ_M − χ = Δ + E_g/2 and (7):

φ_Bn = E_g/2 + Δ − DΔ/(E_g + K) = E_g/2 + γΔ.

Expanding Δ gives the usual form:

φ_Bn = γ(φ_M − χ) + (1 − γ)E_g/2. (9)

D and K have different jobs. D is the step seen by an electron far from the sheets. K is the resistance felt by the transferred clouds themselves. One consequence is a limit of the model: the metal end sits at −φ_M + Kq/2 and the bulk Fermi level at −φ_M + Dq/2, so unless K = D the metal end is not in equilibrium with the metal behind it. In the example of section 6 the mismatch is 12 meV at φ_M = 4.8 eV; treating the metal instead as an equipotential plane a distance d from the semiconductor clouds gives K = 3.10 eV and γ = 0.21 in place of 0.157.

For larger transfers, replace (7) by the root of (3) with x = Δ − Kq, and retain (8).

**5. Limits, failure and the continuum picture**

For sparse bonds D → 0, while K tends to the single-bond value 2[J(0) − J(d)]. Hence γ → 1, the Schottky–Mott limit. For strong screening, ε_it → ∞, both D and K vanish while E_g remains, and again γ → 1.

The opposite limit, E_g → 0, gives γ → 1 − D/K. This need not be zero. If K < D it is negative, and the barrier moves past midgap as the work function changes. The same happens whenever E_g + K < D.

If the neutral level lies δ below midgap, Δ in (7) becomes Δ − δ. Equation (8) then raises the barrier by Dδ/(E_g + K) = (1 − γ)δ. A strong pull toward the neutral level is therefore a strong pull toward midgap only when the two coincide.

Compare this with a continuum of interface states of constant density G_s per area and energy, neutral at midgap and located at the same distance d. The Fermi level lies g = φ_Bn − E_g/2 below midgap, so G_s g electrons per area leave these states. Equation (8) becomes

g = Δ − (D/N)G_s g, or g = Δ/(1 + DG_s/N).

Equating this slope with γ gives

1 + DG_s/N = (E_g + K)/(E_g + K − D),

G_s = N/(E_g + K − D), (10)

provided that the denominator is positive. Both pictures then give the same line in the linear range, so the slope of barrier against work function cannot distinguish them.

The bond model shows that a preexisting continuum is not necessary for the pull. It does not show that real interfaces lack one: metal wavefunctions do penetrate a semiconductor, and the model leaves that penetration out.

**6. Worked example: metals on n-type Si(111)**

Rough silicon values are E_g = 1.12 eV, χ = 4.05 eV, d = 0.235 nm and a triangular lattice of spacing 0.384 nm. The chosen model parameters are σ = 0.060 nm and ε_it = 10. The bond density is N = 7.83 nm⁻². With e²/(4πε₀) = 1.44 eV nm,

D = 4π × 1.44 × 7.83 × 0.235/10 = 3.33 eV.

The lattice sum gives K = 2.83 eV, made of a planar part of 2.37 eV and a lateral part of 0.46 eV. Therefore

γ = 1 − 3.33/(1.12 + 2.83) = 0.157.

The condition is met by E_g + K − D = 0.62 eV. Self-consistent diagonalization of the two-electron bond, with the work function varied by ±0.01 eV about neutrality, also gives a slope of 0.157.

For φ_M = 4.8 eV, Δ = 4.8 − 4.05 − 0.56 = 0.19 eV. Then q = 0.19/3.95 = 0.048 electrons per bond, the step is 3.33 × 0.048 = 0.16 eV, and

φ_Bn = 0.75 − 0.16 = 0.59 eV (9.5 × 10⁻²⁰ J).

Work functions of 4.3 and 5.3 eV give 0.51 and 0.67 eV, whereas the Schottky–Mott values are 0.25 and 1.25 eV. At 5.3 eV the full bond response changes the linear barrier by about 3 meV, so nonlinearity is minor here.

At φ_M = 4.8 eV the bond levels lie at −0.546 and +0.576 eV from the Fermi level; the band edges lie at −0.530 and +0.590 eV. The empty bond level is thus slightly inside the gap, by 14 meV. At 5.3 eV it is inside by 47 meV. The reason is that the mean of the two bond levels lies halfway between the Fermi level and midgap, so it is offset from midgap by (φ_Bn − E_g/2)/2; a slight widening of the bond splitting offsets part of this for the empty level. The levels are discrete and remain more than 0.5 eV from the Fermi level. By (10), the continuum that would mimic the result has a density of 7.83 × 10¹⁴/0.62 = 1.3 × 10¹⁵ cm⁻² eV⁻¹.

Increasing the bond spacing tenfold, with d, σ and ε_it fixed, gives γ = 0.987. Replacing the clouds by points and dropping their self-repulsion gives K = 0.115 eV and γ = −1.70. Without self-repulsion the electrostatic energy can be negative, so the convexity argument of section 3 no longer holds. Here an uneven pattern of transfers lowers the energy, and the uniform solution is not a minimum. Its slope should therefore not be used as a prediction.

**7. What controls the uncertainty**

The slope is sensitive to inputs that the model does not determine. Each entry changes one setting from the example:

- σ = 0.05 nm: γ = 0.258; σ = 0.07 nm: γ = 0.069.
- ε_it = 5: γ = 0.018; ε_it = 11.7: γ = 0.196.
- Bond splitting 4.0 eV in place of E_g in (1), with the midgap target kept: γ = 0.512.
- Metal hardness 1.0 eV, added to the denominator of (1): γ = 0.327.

The change of splitting has the largest effect in this list, partly because it is the largest change of energy made; splitting and metal hardness enter the denominator in the same way. Bonding and antibonding states in silicon are separated on average by several eV, so using the minimum gap makes the bond soft and exaggerates the pull.

Exchange acts the other way. Equation (4) uses the classical self-repulsion, but two electrons sharing one orbital do not repel themselves. With end weights (1 ± q)/2, their mutual energy is

J(0)(1 + q²)/2 + J(d)(1 − q²)/2.

Its curvature is J(0) − J(d), half the own-bond term 2[J(0) − J(d)] in K. Here J(0) = 1.44/(10 × 0.060 × 1.772) = 1.35 eV and J(d) = 0.61 eV, so K falls by about 0.74 eV. This exceeds the margin of 0.62 eV and gives γ ≈ −0.04 at the mean-field level. Correlation restores part of the stiffness: solving the two-electron bond exactly with the same J(0) − J(d), and the other bonds in mean field, gives γ ≈ +0.08. The estimate screens exchange by the same ε_it and leaves the splitting unchanged. With the splitting held at E_g, σ at 0.060 nm and ε_it = 10 at all distances, the slope is therefore small, about 0.08 in the most complete of these treatments, and it turns negative only when correlation is left out. With a splitting of several eV, even the small size is lost.

It can also be lost through short-range screening. A relative permittivity near 10 describes fields that vary slowly over many bonds; over a cloud width of 0.060 nm silicon screens much less. Weaker screening at short range raises K but leaves the long-range step D unchanged, so γ can rise well above 0.157. The single constant ε_it is a simplification of the model, not a property of the real interface.

Temperature has little effect on the slope. A rough gap narrowing of 27 meV between 300 and 400 K, at fixed χ, changes γ only from 0.157 to 0.151. It lowers the 0.59 eV barrier by 13 meV, mainly because midgap moves closer to the conduction edge.

For donor density N_d and band bending V (in volts, numerically equal to the bending energy in eV), the depletion approximation gives

F = √(2eN_dV/ε_s), w = 2V/F,

where ε_s is the absolute permittivity of silicon (relative value 11.7) and V = φ_Bn + E_F − E_C, with E_F − E_C taken in the bulk. Image-force lowering is √(eF/4πε_s), in volts. The electric displacement is continuous at the interface, so the field also produces an energy drop v = eFdε_s/(ε₀ε_it) across the bonds, higher on the metal side. If the clouds feel the full drop, it reduces both Δ and the bare barrier by v, so

change of φ_Bn = −v + Dv/(E_g + K) = −γv.

This factor is a small difference and therefore sensitive: if clouds of finite width feel 10% less than v, it changes from 0.157 to 1 − 0.843 × 0.9 = 0.24. This is in fact the model's own case: the field ends on a counter charge at the metal end, and clouds with σ = 0.060 nm feel 10% less than v if that charge is a sharp plane, and 14% less (factor 0.28) if it is spread like the clouds.

The tunnelling energy is E₀₀ = (eħ/2)√(N_d/mε_s), to be compared with kT = 25.9 meV at 300 K.

At N_d = 10¹⁷ cm⁻³ the field is 0.12 MV/cm (0.11 MV/cm when the free-carrier tail is kept in Poisson's equation) and the depletion width 76 nm. Image lowering is 38 meV, and the field lowers the barrier through the bonds by 0.5 meV for the full drop, or 0.8 to 0.9 meV for the reduced drop. With the (111) mass of 0.26 m₀, E₀₀ = 3.4 meV, well below kT. Thermal emission over the barrier is then the natural first description.

At 10²⁰ cm⁻³ the bulk Fermi level is 0.064 eV above the conduction edge, if the bands are left as in pure silicon; the gap narrowing of roughly 0.1 eV at this doping is omitted here and below. The field is 4.5 MV/cm and the width 2.9 nm; keeping the degenerate carriers in Poisson's equation reduces the field by 3% and the image lowering below by about 0.01 eV. This width is little more than the mean donor spacing of 2.2 nm, so both values are only averages. The image formula gives a lowering of about 0.24 eV, but it puts the barrier maximum only 0.26 nm from the image plane, about one bond length. If that plane lies at the metal end of the bonds, a distance d behind the silicon edge, the lowering is only about 0.13 eV. The bond term adds 19 meV if the clouds feel the full drop, and 30 to 34 meV for the reduced drop. E₀₀ is about 0.11 eV, or 0.12 eV for a mass of 0.19 m₀. Tunnelling therefore dominates, and φ_Bn alone does not determine contact resistance.

**8. Use for real contacts**

Measured barriers on n-type silicon vary weakly with metal work function, with a slope of very roughly 0.1 to 0.3. The value 0.157 falls in that range, but the spread in section 7 means that this is not a confirmation of the chosen σ and ε_it. Where the metal reacts with silicon to form a silicide, the interface need not have one identical bond per surface atom. This breaks the ideal-lattice assumption. Within the model γ rises toward 1 when few bonds remain, but this does not carry over to real contacts: unbonded surface atoms bring gap states that the model omits, and these keep the slope well below 1. In a contact doped as in the heavy case above, the two estimates of image lowering are about 20% and 40% of the 0.59 eV barrier.

For implementation, σ, ε_it and the bond splitting should be calculated or fitted for the interface concerned, and E_g + K − D should be reported with γ. A margin much smaller in size than D shows that the predicted slope rests on a near-cancellation; a negative margin means that the predicted barrier moves past midgap.

Computed values

```
Gap, affinity: 1.12, 4.05 eV
Bond spacing, length: 0.384, 0.235 nm
Cloud width sigma: 0.060 nm; eps_it: 10.0
Bond density: 7.831 nm^-2 = 7.83e+14 cm^-2
Step D per electron per bond: 3.330 eV
Stiffness K, real-space sum: 2.830 eV
K planar, lateral parts: 2.373, 0.458 eV
gap + K: 3.950 eV; gap + K - D: 0.620 eV
gamma formula, diagonalization: 0.1570, 0.1570
Work function 4.3 eV: Schottky-Mott 0.250 eV
  q linear, full: -0.0785, -0.0784 electrons/bond
  barrier linear, full: 0.5113, 0.5111 eV
  bond levels from Fermi level: -0.586, +0.537 eV
  band edges from Fermi level: -0.609, +0.511 eV
Work function 4.8 eV: Schottky-Mott 0.750 eV
  q linear, full: +0.0481, +0.0481 electrons/bond
  barrier linear, full: 0.5898, 0.5899 eV
  bond levels from Fermi level: -0.546, +0.576 eV
  band edges from Fermi level: -0.530, +0.590 eV
Work function 5.3 eV: Schottky-Mott 1.250 eV
  q linear, full: +0.1747, +0.1739 electrons/bond
  barrier linear, full: 0.6683, 0.6709 eV
  bond levels from Fermi level: -0.513, +0.624 eV
  band edges from Fermi level: -0.449, +0.671 eV
Equivalent continuum: 1.26e+15 cm^-2 eV^-1
gamma, spacing 10 times larger: 0.987
Point charges, no self term: K 0.115 eV, gamma -1.70
Neutral level 0.10 eV below midgap: barrier +0.084 eV
gamma for sigma 0.05 nm: 0.258
gamma for sigma 0.07 nm: 0.069
gamma for eps_it 5.0: 0.018
gamma for eps_it 11.7: 0.196
gamma for bond splitting 4.0 eV: 0.512
gamma with metal hardness 1.0 eV: 0.327
Gap narrowing to 400 K: 27 meV; barrier -12.6 meV
kT at 300 K: 25.9 meV; mass along (111): 0.260 m0
Doping 1e+17 cm^-3: E_F - E_C -0.146 eV, bending 0.444 eV
  field 0.117 MV/cm, width 75.8 nm, image lowering 0.038 eV
  drop across bond 3.2 meV, net lowering 0.51 meV
  tunnelling energy E00: 3.4 meV (111), 3.9 meV (mass 0.19)
Doping 1e+20 cm^-3: E_F - E_C +0.064 eV, bending 0.654 eV
  field 4.498 MV/cm, width 2.9 nm, image lowering 0.235 eV
  drop across bond 123.7 meV, net lowering 19.47 meV
  tunnelling energy E00: 106.5 meV (111), 124.5 meV (mass 0.19)
```
